# Cutoff dependence of μ* in comparing McMillan and Eliashberg transition temperatures, part 1

(Sections cited here and not found follow in the second part.)

## 1. The argument under review

The manuscript treats a model superconductor with one Einstein phonon, $\Omega = 30$ meV, and coupling $\lambda = 0.6$. It argues as follows.

1. The Coulomb pseudopotential $\mu^*$ measures the screened repulsion between electrons, so it is a property of the material. The value $0.10$ is adopted throughout.
2. The McMillan formula in Allen–Dynes form,
$$T_c=\frac{\omega_{\log}}{1.2}\exp\left[-\frac{1.04(1+\lambda)}{\lambda-\mu^*(1+0.62\lambda)}\right],\tag{1}$$
with $\omega_{\log}=\Omega$, gives 7.96 K.
3. The linearized Eliashberg equation, with the Matsubara sum cut at $\omega_c=10\,\Omega$ and the same $\mu^*$, gives 9.69 K. The cutoff is described as a convergence parameter.
4. The excess of 22 % over the formula is attributed to retardation effects that the formula misses.

Both temperatures are computed correctly. The premise of step 1 and the description of $\omega_c$ in step 3 are wrong, and step 4 falls with them. The same equation with the same $\mu^*$ and $\omega_c=100\,\Omega$ gives 11.01 K, which is 13.6 % above the value at $10\,\Omega$, although both cutoffs lie far above the phonon. The numbers described as tested in this comment come from the program printed after it.

## 2. The equation being solved

Units are $\hbar=k_B=1$ and $\omega_n=\pi T(2n+1)$. The theory is isotropic, the density of states is constant, and the band is infinitely wide until section 5. For modes $\Omega_i$ with couplings $\lambda_i$,
$$\lambda(\nu)=\sum_i\frac{\lambda_i\Omega_i^2}{\Omega_i^2+\nu^2},\qquad \lambda=\lambda(0).$$
At $T_c$ the pairing self-energy $\phi_n$ and the renormalization $Z_n$ obey
$$\phi_n=\pi T\sum_{|\omega_m|<\omega_c}\big[\lambda(\omega_n-\omega_m)-\mu^*\big]\frac{\phi_m}{|\omega_m|Z_m},\qquad Z_n=1+\frac{\pi T}{\omega_n}\sum_{m}\lambda(\omega_n-\omega_m)\,\mathrm{sgn}\,\omega_m .\tag{2}$$
The factor $\pi/(|\omega_m|Z_m)$ is the pair propagator integrated over band energy, $\int d\xi\,(\omega_m^2Z_m^2+\xi^2)^{-1}$. The gap function is $\Delta_n=\phi_n/Z_n$. As in the manuscript, both terms of the gap sum are cut at $\omega_c$ and the sum for $Z$ is not cut.

The sum for $Z$ can be shortened. For $n\ge0$ put $l=n-m$, so that $m\ge0$ means $l\le n$ with sign $+$, and $m<0$ means $l\ge n+1$ with sign $-$. Since $\lambda(\nu)$ is even, the terms $l\le-(n+1)$ cancel the terms $l\ge n+1$, and
$$\omega_n(Z_n-1)=\pi T\sum_{l=-n}^{n}\lambda(2\pi Tl).$$
Hence $Z_0=1+\lambda$ exactly. Cells of width $2\pi T$ centred on the points $2\pi Tl$ fill the interval from $-\omega_n$ to $\omega_n$, so for $T\ll\Omega$ the sum is the midpoint rule for $\frac12\int_{-\omega}^{\omega}\lambda(\nu)\,d\nu$. For one mode,
$$Z(\omega)=1+\frac{\lambda\Omega}{\omega}\arctan\frac{\omega}{\Omega}\;\longrightarrow\;1+\epsilon(\omega)-\frac{\lambda\Omega^2}{\omega^2},\qquad \epsilon(\omega)=\frac{\pi\lambda\Omega}{2\omega},\qquad \omega\gg\Omega.\tag{3}$$

For the solution even in frequency, the terms at $\omega_m$ and $-\omega_m$ combine, and the sum runs over $m\ge0$:
$$\phi_n=\sum_{m}\big[K(\omega_n,\omega_m)-\mu^*\big]D_m\phi_m,\qquad K(\omega,\omega')=\tfrac12\big[\lambda(\omega-\omega')+\lambda(\omega+\omega')\big],\qquad D_m=\frac{2\pi T}{\omega_mZ_m}.\tag{4}$$
The kernel $K$ is symmetric and falls as $\omega'^{-2}$, so the phonon term converges as $\omega_c$ grows. The Coulomb term has no such decay. It gives $\phi$ a part that is constant in frequency, and a constant summed with $D_m\sim1/\omega_m$ grows logarithmically.

The logarithm is needed with its constant. With $N$ positive frequencies kept, and $H_N$ the harmonic number,
$$2\pi T\sum_{m=0}^{N-1}\frac1{\omega_m}=\sum_{m=0}^{N-1}\frac{2}{2m+1}=2H_{2N}-H_N ,$$
because the odd reciprocals below $2N$ are $H_{2N}$ less the even ones, $H_N/2$. With $H_N\to\ln N+\gamma$ this is $2\ln 2N-\ln N+\gamma=\ln(4e^\gamma N)$. Define the cutoff as the upper edge of the last cell, $\omega_c=2\pi TN$. Then
$$2\pi T\sum_{\omega_m<\omega_c}\frac1{\omega_m}\simeq\ln\frac{C\omega_c}{T},\qquad C=\frac{2e^\gamma}{\pi}=1.1339,\tag{5}$$
and a shell between two cutoffs contributes $\ln(\omega_2/\omega_1)$. The error of the shell sum follows from $\ln\frac{m+1}{m}=\frac{1}{m+1/2}+\frac{1}{12(m+1/2)^3}+\dots$; summing the second term from $N_1$ upward shows that the shell sum lies below the logarithm by about $1/(24N_1^2)$. For $m=50,\dots,499$ the explicit sum is 2.302569 against $\ln10=2.302585$. Both this and (5) are tested. If the last kept frequency $2\pi T(N-\frac12)$ were called the cutoff, the logarithm would shift by $1/(2N)$.

## 3. What the cutoff does

Take $\Omega\ll\omega_1<\omega_2$ and solve (4) with cutoff $\omega_2$ and pseudopotential $\mu_2$. Call $b$ the constant Coulomb part of $\phi$,
$$b=-\mu_2\sum_{\omega_m<\omega_2}D_m\phi_m .$$
Assume for now that phonons play no part in the shell $\omega_1<\omega<\omega_2$: there $\phi_m/Z_m=b$, and the shell acts on lower frequencies only through $b$. Section 4 measures the error of this assumption. With $I_1=\sum_{\omega_m<\omega_1}D_m\phi_m$ and (5),
$$b=-\mu_2\Big[I_1+b\ln\frac{\omega_2}{\omega_1}\Big]\quad\Longrightarrow\quad b=-\frac{\mu_2}{1+\mu_2\ln(\omega_2/\omega_1)}\,I_1 .$$
The equations below $\omega_1$ now read $\phi=KD\phi-\mu_1I_1$, which is (4) with cutoff $\omega_1$ and $\mu_1=\mu_2/[1+\mu_2\ln(\omega_2/\omega_1)]$. The two problems have the same $T_c$ if
$$\frac1{\mu^*(\omega_1)}=\frac1{\mu^*(\omega_2)}+\ln\frac{\omega_2}{\omega_1}.\tag{6}$$
The signs carry the physics. The constant $b$ is opposite in sign to $I_1$, so the gap reverses sign at high frequency. The shell then contributes $b\ln(\omega_2/\omega_1)$, which cancels part of $I_1$ and weakens the repulsion felt at low frequency. A higher cutoff lets the equation perform more of this reduction itself, so it must be supplied with a larger, less reduced $\mu^*$. Holding the number fixed while raising $\omega_c$ describes a more weakly repulsive system, and $T_c$ rises, as found in section 1. The quantity independent of the cutoff is $1/\mu^*(\omega_c)+\ln\omega_c$. In differential form $d\mu^*/d\ln\omega_c=\mu^{*2}$, so copying a value is harmless for $\mu^*$ itself only when $\mu^*\ln(\omega_2/\omega_1)\ll1$. For $0.10$ and a factor of ten this product is $0.23$.

## 4. How accurate the law is

Because $\mu^*$ enters (4) through a constant, the value that makes a given $T$ the transition temperature can be computed with no assumption about logarithms. Write $\phi=b\psi$. Equation (4) splits into
$$\psi=1+KD\psi,\qquad b=-\mu^*b\,F,\qquad F=\sum_mD_m\psi_m,$$
and a nonzero $b$ requires
$$\frac1{\mu^*(\omega_c)}=-F(\omega_c,T).\tag{7}$$
This makes 1 an eigenvalue of the gap operator, and $T$ is $T_c$ if it is the largest one. That was tested in one case: for $N=70$, $\omega_c=10\,\Omega$, $T=0.02274\,\Omega$, (7) gives $\mu^*=0.1292$, and the matrix of (2), built separately on both signs of frequency, has top eigenvalue 1.00000.

Let $u=D\psi$. Then $(D^{-1}-K)u=\mathbf 1$, so $u=G\mathbf 1$ with $G=(D^{-1}-K)^{-1}$ symmetric, and $F=\mathbf 1^{T}u$. Raise the cutoff by $\delta\omega$, treating the sum as an integral near $\omega_c\gg T$. This adds one point with weight $d=\delta\omega/[\omega_cZ(\omega_c)]$, amplitude $u_*$ and couplings $k_m=K(\omega_m,\omega_c)$:
$$(D^{-1}-K)u'-k\,u_*=\mathbf 1,\qquad u_*/d-k^{T}u'-K(\omega_c,\omega_c)u_*=1 .$$
To first order in $d$ the second equation gives $u_*=d(1+k^Tu)=d\,\psi(\omega_c)$, and the first gives $u'=u+Gk\,u_*$. Then $F'=F+\mathbf 1^TGk\,u_*+u_*=F+(u^Tk+1)u_*=F+d\,\psi(\omega_c)^2$, where the symmetry of $G$ was used in $\mathbf 1^TG=u^T$. At fixed $T_c$,
$$\frac{d(1/\mu^*)}{d\ln\omega_c}=-\frac{\psi(\omega_c)^2}{Z(\omega_c)}.\tag{8}$$
The law (6) is the statement that the right side equals $-1$. At $\omega_c=10\,\Omega$ and $T=0.02263\,\Omega$ a finite difference of (7) gives $-0.91098$ and the right side of (8) gives $-0.91099$; their agreement is a test.

At that point $Z=1.0883$, and one might expect a correction to (6) of first order in $\Omega/\omega_c$. It cancels. For one mode and $\omega\gg\Omega$, the sum $\psi(\omega)-1=\sum K D\psi$ draws on two regions.

Near $\omega'=\omega$ the kernel is the peak $\frac12\lambda\Omega^2/(\Omega^2+x^2)$ with $x=\omega-\omega'$, of total area $\pi\lambda\Omega/2$, and the rest of the integrand is $1/\omega$ to leading order. Well inside the range this gives $\epsilon(\omega)$, the same term as in (3), so it drops out of $\psi/Z$. This justifies $\phi/Z=b$ in section 3. At the edge $\omega=\omega_c$ only $x>0$ is available and the term is $\epsilon/2$. Then $\psi^2/Z=(1+\epsilon/2)^2/(1+\epsilon)=1+O(\epsilon^2)$.

For $\omega'\ll\omega$ both halves of $K$ equal $\lambda\Omega^2/2\omega^2$, and $K$ multiplies the accumulated weight $\sum D\psi$, which by (7) is $-1/\mu^*(\omega)$ up to terms of order one. This adds $-\lambda\Omega^2/[\omega^2\mu^*(\omega)]$ to $\psi$. It is of second order, and the large factor $1/\mu^*$ makes it the leading second-order term.

The interior cancellation is tested at $\omega=50\,\Omega$ with $\omega_c=100\,\Omega$. There $Z-1=0.01861$ and $\psi-1=0.01705$, while $\psi/Z-1=-0.00153$. The low-frequency term predicts $-0.6\times(5.43+\ln2)/2500=-0.0015$ for the last number, using $1/\mu^*(100\,\Omega)=5.43$ from (7) and (6) to step down to $50\,\Omega$.

Keeping only the enhanced term in (8), $\psi^2/Z-1\simeq-2\lambda\Omega^2/(\omega^2\mu^*)$. Integrating over $\ln\omega$ with $\int_{\omega_1}^\infty d\omega/\omega^3=1/2\omega_1^2$, for $\omega_2\gg\omega_1$,
$$r\equiv\frac1{\mu^*(\omega_1)}-\frac1{\mu^*(\omega_2)}-\ln\frac{\omega_2}{\omega_1}\simeq-\frac{\lambda}{\mu^*(\omega_1)}\Big(\frac{\Omega}{\omega_1}\Big)^2 .\tag{9}$$
At $T=0.02263\,\Omega$, (7) gives $1/\mu^*=7.6974,\ 7.0357,\ 5.4343$ at $\omega_c=10,\ 20,\ 100\,\Omega$. From 10 to 100 the difference is $2.2631$, so $r=2.2631-2.3026=-0.0395$, against the estimate $-0.6\times7.6974/100=-0.0462$. From 20 to 100, $r=-0.0080$ against $-0.0106$. The ratio of the residuals is 4.91, whereas a first-order term would give $(1/10-1/100)/(1/20-1/100)=2.25$. Size and ratio are both tested, within ranges that allow for the neglected terms. Two of those terms reduce $|r|$, as observed. First, $1/\mu^*(\omega)$ falls as $-\ln(\omega/\omega_1)$ across the shell, and $\int_{\omega_1}^\infty\ln(\omega/\omega_1)\,d\omega/\omega^3=1/4\omega_1^2$ replaces $1/\mu^*(\omega_1)$ in (9) by $1/\mu^*(\omega_1)-\frac12$. Second, at the edge the expansion $1/\omega'=1/\omega+x/\omega^2+\dots$ leaves an uncancelled positive term $\frac{\lambda\Omega^2}{2\omega^2}\int_0^{\sim\omega}\frac{x\,dx}{\Omega^2+x^2}\simeq\frac{\lambda\Omega^2}{2\omega^2}\ln\frac\omega\Omega$ in $\psi$. At $\omega_1=10\,\Omega$ the first term moves the estimate from $-0.0462$ to $-0.0432$, and the second adds $\lambda[\frac12\ln(\omega_1/\Omega)+\frac14](\Omega/\omega_1)^2=+0.0084$, giving $-0.0348$. This passes the computed $-0.0395$, so the remaining second-order constants, which are not tracked here, are of comparable size and opposite sign. For this model the residual at $\omega_1=10\,\Omega$ is 0.5 % of $1/\mu^*(\omega_1)$ and 1.7 % of the logarithm. For $\omega_1$ comparable to $\Omega$, a gap sum cut at $\omega_1$ loses part of the phonon term and (6) no longer describes it.

## 5. Where the number comes from

The manuscript is right that a property of the material stands behind $\mu^*$. In the simplest model it is a static repulsion $\mu$, acting over a flat band $|\xi|<W$. The energy integral of the pair propagator over this band, with $Z=1$, is $(2/\omega)\arctan(W/\omega)$, which is the infinite-band value times $(2/\pi)\arctan(W/\omega)$. With this factor the Coulomb sum converges and needs no cutoff. The part above $\omega_c$, with $x=\omega/W$ and $x_0=\omega_c/W<1$, is split at $x=1$. Below, $\arctan(1/x)=\pi/2-\arctan x$; above, substitute $y=1/x$:
$$\frac2\pi\int_{x_0}^\infty\arctan\frac1x\,\frac{dx}{x}=\ln\frac1{x_0}-\frac2\pi\int_{x_0}^1\frac{\arctan x}{x}dx+\frac2\pi\int_0^1\frac{\arctan y}{y}dy=\ln\frac{W}{\omega_c}+\frac{2\omega_c}{\pi W}+O(x_0^3).\tag{10}$$
For $W=5$ eV and $\omega_c=10\,\Omega$ quadrature gives 2.85159, against $2.81341+0.03820$; this is tested. Eliminating everything above $\omega_c$ as in section 3 gives, for $\omega_c\ll W$,
$$\frac1{\mu^*(\omega_c)}=\frac1\mu+\ln\frac{W}{\omega_c},\tag{11}$$
the Morel–Anderson form, with no further constant. Subtracting (11) at two cutoffs returns (6). For $\mu>0$ it implies $\mu^*(\omega_c)<1/\ln(W/\omega_c)$.

The same result appears in a model that never uses a Matsubara cutoff. Take the mean-field gap equation in energy, with attraction $\lambda_w$ for $\xi,\xi'<\omega_0$ and repulsion $\mu$ up to $W$, and weight $\tanh(\xi/2T)/\xi$. The pole expansion $\tanh(\xi/2T)/\xi=4T\sum_{m\ge0}(\omega_m^2+\xi^2)^{-1}$ gives $I_0=\int_0^{\omega_0}\tanh(\xi/2T)\,d\xi/\xi=2\pi T\sum_{m\ge 0}\frac2\pi\arctan(\omega_0/\omega_m)/\omega_m$. Split this at a frequency $\omega_s$ with $T\ll\omega_s\ll\omega_0$. The lower part is $\ln(C\omega_s/T)-2\omega_s/\pi\omega_0$ by (5) and $\arctan(1/x)\simeq\pi/2-x$, the upper part is (10) with $W\to\omega_0$, and together $I_0=\ln(C\omega_0/T)$. Above $\omega_0\gg T$ the hyperbolic tangent is 1 and the integral up to $W$ is $\ell=\ln(W/\omega_0)$. The gap takes the values $\Delta_1$ below $\omega_0$ and $\Delta_2$ above:
$$\Delta_1=(\lambda_w-\mu)I_0\Delta_1-\mu\ell\Delta_2,\qquad\Delta_2=-\mu I_0\Delta_1-\mu\ell\Delta_2 .$$
The second equation gives $\Delta_2=-\mu^*I_0\Delta_1$ with $\mu^*=\mu/(1+\mu\ell)$. The difference of the two gives $\Delta_1-\Delta_2=\lambda_wI_0\Delta_1$. Hence $1=(\lambda_w-\mu^*)I_0$ and $T_c=C\omega_0\exp[-1/(\lambda_w-\mu^*)]$, where $\mu^*$ is (11) taken at the phonon scale. With $\omega_0=\Omega$, $\ln(W/\Omega)=5.1160$, and $\mu^*=0.10$ corresponds to $1/\mu=10-5.1160$, or $\mu=0.2048$; the upper bound on $\mu^*(\Omega)$ for this band is 0.1955. For $\lambda_w=0.4$, diagonalizing the discretized kernel with the bare $\mu$ gives $T_c=0.040450\,\omega_0$, equal to $1.1339\,e^{-1/0.3}$; this is tested.

This part has shown that a value of $\mu^*$ belongs to a cutoff and must be rescaled by (6) when the cutoff changes, and it has measured the accuracy of that law for the model and traced $\mu^*$ to a bare repulsion. It remains to find which cutoff the closed formula (1) implies, to recompute the manuscript's example, and to state the changes requested.
